# Coulomb-metric density fitting and the sign of the exchange-energy error, part 3

Coulomb-metric fitting replaces pair densities $\rho_{ij}=\phi_i^*\phi_j$ by $\tilde\rho_{ij}$ in the span $W$ of auxiliary functions $\chi_P$, minimising $(\Delta|\Delta)$ for $\Delta=\rho-\tilde\rho$. How does this affect total energies? Gaussian units; energies in $e^2/a_0$. Here $(f|g)=\int f^*v_g\,d^3r$, $v_g(\mathbf r)=\int g(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$, and $\|f\|^2=(f|f)=\frac1{4\pi}\int|\nabla v_f|^2d^3r$. The Hartree energy is $E_J=\frac{e^2}{2}(n|n)$; for closed shells $n=2\sum_i\rho_{ii}$ and $E_x=-e^2\sum_{ij}(\rho_{ij}|\rho_{ij})$. Tildes mark fitted quantities.

With $b_P=(\chi_P|\rho)$, $V_{PQ}=(\chi_P|\chi_Q)$, $c_0=V^{-1}b$:

$$(f|g)-(\tilde f|\tilde g)=(\Delta_f|\Delta_g),\qquad(\tilde f|\tilde g)=c_f^\dagger Vc_g=b_f^\dagger V^{-1}b_g . \tag{14}$$

$$(\rho|\rho)-b^\dagger V^{-1}b=(\Delta|\Delta)\ge0,\qquad b^\dagger V^{-1}b\ge0, \tag{15}$$

$$|(\Delta_f|\Delta_g)|\le\|\Delta_f\|\,\|\Delta_g\|. \tag{16}$$

$$G=\tilde E_x-E_x=\frac{e^2}2\sum_\sigma\sum_{ij}\big[(\rho_{ij}|\rho_{ij})-(\tilde\rho_{ij}|\tilde\rho_{ij})\big]=\frac{e^2}{2}\sum_\sigma\sum_{ij}(\Delta_{ij}|\Delta_{ij})\ge0. \tag{17}$$

If $\rho$ is orthogonal to $W$, $b=0$ and its whole self-repulsion is lost.

For basis functions $\varphi_\mu$, occupied coefficients $C$, $D=2CC^T$, $K_{\mu\nu}=2e^2\sum_i(\varphi_\mu\phi_i|\varphi_\nu\phi_i)$ and $\psi=\sum_\mu x_\mu\varphi_\mu$:

$$x^T(K-\tilde K)x=2e^2\sum_i(\Delta[\psi\phi_i]\,|\,\Delta[\psi\phi_i])\ge0, \tag{18}$$

with $\mathrm{Tr}[C^T(K-\tilde K)C]=2G$. For $W\subset W'$ (primes mark $W'$), and for eigenvectors $X_a$ and eigenvalues $w_a$ of $V$:

$$(\Delta|\Delta)=(\Delta'|\Delta')+\|\tilde\rho'-\tilde\rho\|^2 . \tag{19}$$

$$b^\dagger V^{-1}b=\sum_a\frac{|X_a^\dagger b|^2}{w_a}. \tag{20}$$

For coefficients $c_0+\delta$, with $\Delta_0$ the optimal residual, the plain form $(\tilde\rho|\tilde\rho)$ and robust form $R=2\,\mathrm{Re}(\rho|\tilde\rho)-(\tilde\rho|\tilde\rho)$ obey

$$(\rho|\rho)-(\tilde\rho|\tilde\rho)=(\Delta_0|\Delta_0)-2\,\mathrm{Re}(\delta^\dagger b)-\delta^\dagger V\delta , \tag{21}$$

$$(\rho|\rho)-R=(\Delta_0|\Delta_0)+\delta^\dagger V\delta\ge(\Delta_0|\Delta_0). \tag{22}$$

The overlap-metric fit minimises $\int|\Delta|^2d^3r$.

The section 3 model (table rows A) has two electrons in one orbital, $\rho=g_\alpha=(\alpha/\pi)^{3/2}e^{-\alpha r^2}$, fitted by $c\,g_\beta$; $\alpha=1.0\,a_0^{-2}$, $\beta=0.8\,a_0^{-2}$, or $\beta=\alpha(1+\varepsilon)$ in expansions. Charge-fixed means $c=1$. Its Coulomb fit has $(\Delta|\Delta)=0.004941/a_0$, and

$$(\rho|\rho)-(\tilde\rho|\tilde\rho)=(\Delta|\Delta)\ge0. \tag{7}$$

$$(\alpha|\beta)\equiv(g_\alpha|g_\beta)=\frac2\pi\cdot\frac12\sqrt{\frac{4\pi\alpha\beta}{\alpha+\beta}}=\frac{2}{\sqrt\pi}\sqrt{\frac{\alpha\beta}{\alpha+\beta}} . \tag{8}$$

## 9. Total energies and self-consistency

The Hartree energy is also a self-repulsion, but with a plus sign. From (15) applied to $n$, with $\Delta_n=2\sum_i\Delta_{ii}$ for a closed shell,

$$\tilde E_J-E_J=-\frac{e^2}2(\Delta_n|\Delta_n)=-2e^2\sum_{ij}(\Delta_{ii}|\Delta_{jj})\le0. \tag{23}$$

When both terms are fitted the errors (17) and (23) oppose each other and the total has no fixed sign. In the model of section 3, $E_J=\frac{e^2}2(2\rho|2\rho)=2e^2(\rho|\rho)$ and $E_J+E_x=e^2(\rho|\rho)$, so the total error is $-e^2(\Delta|\Delta)=-0.004941\ e^2/a_0$, below the exact value. In acetylene it will be positive. Reading (17) as a variational bound on the total energy of a calculation that fits both terms is a mistake.

With exact $E_J$ and fitted exchange a bound does follow. For every determinant $\Phi$ in the orbital basis, $\tilde E[\Phi]=E[\Phi]+G[\Phi]$ with $G\ge0$. Let $\Phi_0$ be the global minimum of $E$, with $E[\Phi_0]=E_{HF}$, and $\tilde\Phi$ the global minimum of $\tilde E$. Then

$$E_{HF}\le E[\tilde\Phi]\le\tilde E[\tilde\Phi]\le\tilde E[\Phi_0]=E_{HF}+G[\Phi_0]. \tag{24}$$

The first step holds because $\Phi_0$ minimises $E$, the second because $G\ge0$, the third because $\tilde\Phi$ minimises $\tilde E$.

The position within this interval follows from an expansion in real orbital-rotation parameters $\kappa$ about $\Phi_0$. To leading order $E=E_{HF}+\frac12\kappa^TH\kappa$ with $H$ positive definite at a nondegenerate minimum, and $G=G[\Phi_0]+g^T\kappa$. The sum is stationary where $H\kappa+g=0$, so $\kappa=-H^{-1}g$ and $\tilde E[\tilde\Phi]=E_{HF}+G[\Phi_0]-\frac12g^TH^{-1}g$. The size of $g$ follows from linearity of the fit. For a real closed shell the rotation $\phi_i\to\phi_i+\sum_a\kappa_{ai}\phi_a$ into empty orbitals $\phi_a$ changes $\Delta_{ij}$ by $\sum_a(\kappa_{ai}\Delta_{aj}+\kappa_{aj}\Delta_{ia})$, so $G=e^2\sum_{ij}(\Delta_{ij}|\Delta_{ij})$ changes by $4e^2\sum_{ai}\kappa_{ai}\sum_j(\Delta_{ij}|\Delta_{aj})$ and $g_{ai}=4e^2\sum_j(\Delta_{ij}|\Delta_{aj})$. By (16) this is of second order in the residuals, and the relaxation $\frac12g^TH^{-1}g$ is of fourth order, against second order for $G$. When the occupied–empty products are also fitted well and $H$ has no very small eigenvalue, the self-consistent energy sits just under the upper end of (24). The exchange part alone is not stationary at $\Phi_0$. It changes in first order in $\kappa$, by an amount that can be comparable to $G$ and whose sign (17) does not fix. Exchange energies taken from two separately converged calculations do not test (17).

Test on a limit. If $G$ did not depend on the orbitals, $g=0$, the orbitals would not move, and the third inequality of (24) would be an equality.

## 10. Acetylene

The chosen geometry is linear with $R_{CC}=1.203$ Å and $R_{CH}=1.063$ Å, roughly those of the molecule, which puts the carbon nuclei at $z=\pm1.13667\,a_0$ and the protons at $z=\pm3.14545\,a_0$. Restricted Hartree–Fock in the def2-SVP basis has 38 basis functions and 7 doubly occupied orbitals, five of $\sigma$ type and two of $\pi$ type, hence 49 ordered pairs. It gives $E_{HF}=-76.76218014$ and $E_x=-10.96023328\ e^2/a_0$. These digits, and all those below, belong to this orbital basis and are not converged properties of the molecule: in def2-TZVP $E_{HF}$ is lower by $0.089$ and $E_x$ by $0.022\ e^2/a_0$, and with the same auxiliary functions the gaps at $L=2,3,4$ in the table become 83.0, 8.50 and 1.39 meV. The auxiliary set is def2-universal-JKFIT with 186 functions and a condition number of $V$ of $9.35\times10^7$. Keeping only functions with angular momentum $l\le L$ gives nested spaces.

| $L$ | functions | $\tilde E_x$ ($e^2/a_0$) | $G$ ($e^2/a_0$) | $G$ (meV) |
|---|---|---|---|---|
| 0 | 24 | $-10.1328509$ | $8.27382\times10^{-1}$ | 22514 |
| 1 | 84 | $-10.8091936$ | $1.51040\times10^{-1}$ | 4110 |
| 2 | 154 | $-10.9574741$ | $2.75913\times10^{-3}$ | 75.08 |
| 3 | 168 | $-10.9600182$ | $2.15058\times10^{-4}$ | 5.852 |
| 4 | 186 | $-10.9601829$ | $5.03604\times10^{-5}$ | 1.370 |

Every fitted energy lies above $E_x$ and the sequence descends, as (17) and (19) require. For the full set, $-10.9602333+0.0000504=-10.9601829$, and the gap is $5.03604\times10^{-5}\times4.359745\times10^{-11}=2.196\times10^{-15}$ erg. The gap in the table is a difference of analytic integrals. The right-hand side of (17), evaluated as $\sum_{ij}\int\Delta_{ij}\,v_{\Delta_{ij}}d^3r$ on a grid of 12800 points, agrees with it in all six printed digits at every $L$; the same grid gives $E_x=-10.960233\ e^2/a_0$.

The first two rows realise the orthogonal limit of section 5. An $s$ function centred on the axis is even under the reflection $x\to-x$, the kernel is invariant, and a product $\sigma\pi_x$ is odd. Changing variables by the reflection gives $b_P=-b_P$, so $b_P=0$ and the whole self-repulsion of the $\sigma\pi$ pairs is lost at $L=0$. The product $\pi_x\pi_y$ is odd under $x\to-x$ and under $y\to-y$ separately. Each of $s,p_x,p_y,p_z$ on the axis is even under at least one of the two reflections, so this pair is lost entirely up to $L=1$. When $d$ functions enter, the gap falls by the factor $0.151040/0.00275913=55$; the share of this fall that is due to the symmetry-lost pairs was not computed separately.

The quadratic law converts gaps into residual sizes. For the full set $G/|E_x|=5.036\times10^{-5}/10.960=4.6\times10^{-6}$, whose square root is $2.1\times10^{-3}$: the residual field is, in the root-mean-square sense, two parts in a thousand of the field of the pair densities, and the energy error is five parts in a million. For $L=2$ the figures are $2.5\times10^{-4}$ and $1.6\times10^{-2}$.

With the full set, the 49 single terms $(\Delta_{ij}|\Delta_{ij})$ lie between $2.887\times10^{-7}$ and $3.689\times10^{-6}$ in $1/a_0$, around the mean $5.036\times10^{-5}/49=1.03\times10^{-6}$. The differences $(\rho_{ii}|\rho_{jj})-(\tilde\rho_{ii}|\tilde\rho_{jj})$, exact minus fitted, range from $-2.292\times10^{-6}$ to $+3.689\times10^{-6}$, so some fitted Coulomb integrals between different densities are too large, as (14) allows, while all obey (16).

The eigenvalues of $K-\tilde K$ run from $4.748\times10^{-8}$ to $6.023\times10^{-3}\ e^2/a_0$ and are all positive. The largest is 120 times the gap, which looks surprising. For a normalised orbital within the occupied space, (18) cannot exceed the trace over that space, $2G=1.007\times10^{-4}$. The eigenvector $x$ has unit length as a column of coefficients, so its function has squared norm $x^TSx$ with $S$ the overlap matrix, and this is at most $\mathrm{Tr}\,S=38$ for normalised basis functions. An eigenvector wholly in the occupied space could therefore reach at most $38\times1.007\times10^{-4}=3.8\times10^{-3}$, less than the value found. The eigenvector therefore has a component in the empty space. More precisely, let $a^2\le2G$ and $b^2$ be the largest values of (18) for normalised occupied and normalised empty orbitals, and split $\psi$ into orthogonal occupied and empty parts with overlap norms $p$ and $q$, $p^2+q^2\le38$. The triangle inequality for the positive semidefinite form (18) gives $6.023\times10^{-3}\le(ap+bq)^2\le38(a^2+b^2)$, so $b^2\ge1.585\times10^{-4}-1.007\times10^{-4}=5.8\times10^{-5}$. This is a lower bound only, and it can be far from the true value, because $x^TSx$ and $a^2$ were replaced by their ceilings. Here it is far indeed: diagonalising the occupied and empty blocks of $K-\tilde K$ in the orbital basis gives $a^2=2.4\times10^{-5}$ and $b^2=5.3\times10^{-3}$, and the eigenvector lies almost wholly in the empty space. The worst empty orbital thus has an error about 370 times the mean $2G/7=1.4\times10^{-5}$ of the occupied ones, and a small $G$ does not certify the exchange matrix in all directions.

Discarding eigenvalues of $V$ below $10^{-2}$, in atomic units for the normalisation of the $\chi_P$ used, keeps 156 combinations and raises the gap to $6.35102\times10^{-3}\ e^2/a_0$. The bound holds, but this space of dimension 156 does worse than the $L=2$ space of dimension 154. The two are not nested, and a small $w_a$ in (20) does not make its term small.

The overlap-metric fit in the full set gives an error of $-3.52690\times10^{-3}\ e^2/a_0$ in the plain form, 70 times the Coulomb gap and of the opposite sign, and $+9.02026\times10^{-5}$ in the robust form. By (22) the sum of $\delta^TV\delta$ over pairs is $9.02026\times10^{-5}-5.03604\times10^{-5}=3.98422\times10^{-5}$. By (21) the linear term is then $2\sum\delta^Tb=5.036\times10^{-5}-3.984\times10^{-5}+3.52690\times10^{-3}=3.537\times10^{-3}$, a value inferred from the plain error rather than computed separately; it shows that the two quadratic terms are far too small to produce that error.

The Hartree energy is $60.9589359\ e^2/a_0$ and its fitting error is $-2.38926\times10^{-5}$. With both terms fitted at fixed orbitals the total error is $-2.38926\times10^{-5}+5.03604\times10^{-5}=+2.6468\times10^{-5}\ e^2/a_0$, positive, in contrast to the two-electron model. Its size depends on the orbital basis: in def2-TZVP the Hartree error is $-3.40\times10^{-5}$ and the total $+1.73\times10^{-5}\ e^2/a_0$. In this example the Hartree error is smaller in magnitude than the exchange error although $E_J$ is more than five times $|E_x|$. The terms in (23) have both signs, as found above, while those in (17) all add, but nothing derived here fixes the ratio of the two errors. The self-consistent calculation with both terms fitted gives $+2.64521\times10^{-5}$.

With exact Hartree term and fitted exchange, the self-consistent energy is $E_{HF}+5.034033\times10^{-5}$, inside the interval (24) whose upper end is $5.036035\times10^{-5}\ e^2/a_0$. The relaxation is $2.0\times10^{-8}$, far smaller than $G$, consistent with its higher order in the residuals; $g$ and $H$ were not computed. The fitted exchange part at the relaxed orbitals, however, lies $1.006\times10^{-4}\ e^2/a_0$ above $E_x$, about twice the gap. From (24), $G[\tilde\Phi]=\tilde E[\tilde\Phi]-E[\tilde\Phi]\le5.034\times10^{-5}$, so at least $1.006\times10^{-4}-0.503\times10^{-4}=5.0\times10^{-5}$ of this shift is a change of the exact exchange energy caused by the small change of the orbitals, compensated in the other energy terms. Here the first-order shift happens to have the same sign as $G$; nothing above requires that, and its near equality with $G$ is not explained by the theorem. For a hybrid with the chosen fraction $a=0.25$ and these orbitals, the error is $0.25\times5.03604\times10^{-5}=1.25901\times10^{-5}\ e^2/a_0$.

## 11. What the numerical check tests

The numerical check below compares the main identities with quantities computed in a different way and asserts the inequalities. For the Gaussian model, the closed form (8) is compared with quadrature of the enclosed-charge integral, the coefficients with quadrature of the products and overlaps, the identities (7) and (22) with Fourier quadrature of the squared residual, and the expansions in $\varepsilon$ with symbolic series and with quadrature at small $\varepsilon$. For acetylene, the gap from analytic two-, three- and four-centre integrals is compared with real-space quadrature of the residual times its potential on a Becke grid, reduced to a half-plane by the axial symmetry of the pair sum and to two atoms by inversion; the tolerance is one per cent to allow for the oscillation of the residual. It further asserts the sign of every pair term, the monotonic decrease with $L$, the bound (16) for all pairs of pairs, invariance under a random complex unitary mixing of the occupied orbitals, the agreement of orbital-level and basis-level fits, the positivity of $K-\tilde K$, the bound after truncation of $V$, the robust overlap result, the sign and form of (23), and the interval (24). That the two self-consistent solutions are global minima is assumed rather than tested.

## Table of computed values

```
e = 4.803205e-10 statC, a0 = 5.291772e-09 cm
e^2/a0 = 4.359745e-11 erg = 27.21139 eV
A eps=0.02: relative deficit Coulomb 4.9016e-05, overlap 1.9752e-02
A eps=0.01: relative deficit Coulomb 1.2376e-05, overlap 9.9378e-03
A alpha = 1.0 a0^-2, beta = 0.8 a0^-2
A (a|a)=0.797885 (a|b)=0.752253 (b|b)=0.713650 1/a0
A c Coulomb = 1.054093, c overlap = 1.171214, ratio = 0.993808
A Ex exact: -0.797885 e^2/a0, error +0.000000 = +0.0000 eV
A Ex Coulomb fit: -0.792944 e^2/a0, error +0.004941 = +0.1344 eV
A Ex overlap plain: -0.978943 e^2/a0, error -0.181059 = -4.9269 eV
A Ex overlap robust: -0.783155 e^2/a0, error +0.014730 = +0.4008 eV
A Ex charge c=1 plain: -0.713650 e^2/a0, error +0.084235 = +2.2921 eV
A Ex charge c=1 robust: -0.790856 e^2/a0, error +0.007029 = +0.1913 eV
A (D|D) Fourier: Coulomb 0.004941, overlap 0.014730 1/a0
A error of EJ+Ex, both fitted: -0.004941 e^2/a0
B R_CC=1.203 A, R_CH=1.063 A; z_C=1.13667 a0, z_H=3.14545 a0
B n_AO=38, n_occ=7, n_aux=186, cond(V)=9.35e+07
B E_HF = -76.76218014, Ex exact = -10.96023328 e^2/a0
B grid points = 12800, Ex on grid = -10.960233 e^2/a0
B l<=0 n=24: Ex_fit=-10.1328509, gap=8.27382e-01, grid (D|D)=8.27382e-01 e^2/a0, 22514.222 meV
B l<=1 n=84: Ex_fit=-10.8091936, gap=1.51040e-01, grid (D|D)=1.51040e-01 e^2/a0, 4109.999 meV
B l<=2 n=154: Ex_fit=-10.9574741, gap=2.75913e-03, grid (D|D)=2.75913e-03 e^2/a0, 75.080 meV
B l<=3 n=168: Ex_fit=-10.9600182, gap=2.15058e-04, grid (D|D)=2.15058e-04 e^2/a0, 5.852 meV
B l<=4 n=186: Ex_fit=-10.9601829, gap=5.03604e-05, grid (D|D)=5.03604e-05 e^2/a0, 1.370 meV
B full set: pair gaps min 2.887e-07, max 3.689e-06 1/a0
B (ii|jj) errors: min -2.292e-06, max +3.689e-06 1/a0
B eigenvalues of K-Kfit (D=2CC^T): min 4.748e-08, max 6.023e-03 e^2/a0
B V eigenvalues > 1e-2 kept: 156, gap = 6.35102e-03 e^2/a0
B overlap fit error of Ex: plain -3.52690e-03, robust +9.02026e-05 e^2/a0
B EJ exact = 60.9589359, EJ fit error = -2.38926e-05 e^2/a0
B fixed orbitals, J and K fitted: total error +2.64677e-05 e^2/a0
B SCF exact J, fitted K: E-E_HF = +5.034033e-05 (upper bound 5.036035e-05) e^2/a0
B its exchange part minus Ex(HF): +1.00634e-04 e^2/a0
B SCF J and K fitted: E-E_HF = +2.64521e-05 e^2/a0
B hybrid fraction a=0.25, fixed orbitals: a*gap = 1.25901e-05 e^2/a0
```
